# Ten-year retention and ten-nanosecond switching: a 38 kT barrier reduction

A filamentary memristor stores its state in the arrangement of ions that form or interrupt a conducting filament. Suppose that loss of the state at rest and switching under drive are both thermally activated escapes over one controlling barrier, with the same temperature \(T\) and the same attempt frequency \(\nu\). If the state is to last \(t_r=10\) years and yet switch in \(t_s=10\) ns, the barrier \(U_s\) during switching must lie below the barrier \(U_r\) at rest by

\[
U_r-U_s=kT\ln\frac{t_r}{t_s}\approx 38\,kT .
\]

Here \(k\) is Boltzmann's constant, and both times are mean escape times. At 300 K the difference is 0.98 eV.

## The estimate

An attempt succeeds with a probability of order \(e^{-U/kT}\), so the escape time is

\[
t=\frac{1}{\nu}\,e^{U/kT}.
\]

Dividing the retention time by the switching time cancels \(\nu\):

\[
\frac{t_r}{t_s}=e^{(U_r-U_s)/kT}.
\]

Ten years are \(3.16\times10^{8}\) s, so the ratio is \(3.16\times10^{16}\), very nearly \(10^{16.5}\). Each factor of ten in time costs \(\ln 10=2.30\) in units of \(kT\), and

\[
16.5\times 2.30\approx 38 .
\]

The logarithm makes the estimate robust. Asking for one year instead of ten, or for 100 ns instead of 10 ns, saves only \(2.3\,kT\).

The estimate fixes a difference, not the barriers themselves. These need a value of \(\nu\). With the round value \(\nu=10^{13}\ \mathrm{s^{-1}}\),

\[
\frac{U_r}{kT}=\ln(\nu t_r)=49.5,\qquad
\frac{U_s}{kT}=\ln(\nu t_s)=\ln 10^{5}=11.5 .
\]

At 300 K, where \(kT=0.02585\) eV, these are 1.28 eV and 0.30 eV. The switching barrier is still many \(kT\) high, so treating switching as a rare escape is consistent. If \(t_s\) approached \(1/\nu\), the required \(U_s\) would approach zero and the rate law would lose its basis.

## Escape from a well

The rate law can be derived for an ion moving with strong friction in a potential \(V(\theta)\). Let \(\theta\) be a dimensionless position and \(\mu\) the mobility, defined so that the mean drift velocity is \(-\mu V'\). In a short time \(dt\) the displacement \(\delta\) has

\[
\langle\delta\rangle=-\mu V'\,dt,\qquad
\langle\delta^2\rangle=2\mu kT\,dt ,
\]

where the second relation is the Einstein relation between diffusion and mobility.

Let \(M(\theta)\) be the mean time to reach an absorbing point \(\theta_R\) from \(\theta\). This point is placed well beyond the barrier top, for instance at the next minimum, so that an ion reaching it has escaped. After the interval \(dt\) the remaining mean time is \(M(\theta+\delta)\), averaged over \(\delta\). Therefore

\[
M(\theta)=dt+M(\theta)+M'(\theta)\langle\delta\rangle
+\tfrac12M''(\theta)\langle\delta^2\rangle .
\]

Inserting the two averages and dividing by \(dt\) gives

\[
\mu kT\,M''-\mu V'M'=-1 .
\]

Multiplication by \(e^{-V/kT}/(\mu kT)\) turns the left side into a total derivative:

\[
\left(e^{-V/kT}M'\right)'=-\frac{e^{-V/kT}}{\mu kT}.
\]

Place a reflecting wall at \(\theta_L\), to the left of the well, so that \(M'(\theta_L)=0\). Integrating from \(\theta_L\) to \(y\) gives \(M'(y)\). A second integration, from the well minimum \(\theta_0\) to \(\theta_R\) with \(M(\theta_R)=0\), gives

\[
M(\theta_0)=\frac{1}{\mu kT}\int_{\theta_0}^{\theta_R}\!dy\,e^{V(y)/kT}
\int_{\theta_L}^{y}\!dz\,e^{-V(z)/kT}.
\]

For a barrier of many \(kT\), the outer factor is largest near the barrier top \(\theta_b\). For \(y\) near the top, the inner integral comes mainly from the well. Expand \(V\) to second order at both places and use \(\int e^{-cx^2/2kT}dx=\sqrt{2\pi kT/c}\). With \(U=V(\theta_b)-V(\theta_0)\),

\[
M\approx\frac{1}{\mu kT}
\sqrt{\frac{2\pi kT}{|V''(\theta_b)|}}
\sqrt{\frac{2\pi kT}{V''(\theta_0)}}\;e^{U/kT}.
\]

The factors of \(kT\) in front cancel. The escape rate \(1/M\) is thus

\[
k_{\rm esc}=\nu e^{-U/kT},\qquad
\nu=\frac{\mu}{2\pi}\sqrt{V''(\theta_0)\,|V''(\theta_b)|}.
\]

This is the rate law of the estimate, with a definite prefactor. Its neglected terms are of relative order \(kT/U\). In this model, "equal attempt frequency" means that the mobility times the root of the product of curvatures is the same at rest and under drive.

Strong friction also requires \(\nu\) to lie well below the ion's vibration frequency in the well. For an oxygen ion in the periodic well used below, that frequency is about \(6.5\times10^{12}\ \mathrm{s^{-1}}\), so the round value \(10^{13}\ \mathrm{s^{-1}}\) is too high for a real ion in this limit. It serves here as a model parameter. A tenfold smaller \(\nu\) lowers both barriers by \(2.3\,kT\) and leaves the isothermal difference of \(38\,kT\) unchanged, but it does change the heating results below, and it raises the isothermal field found below slightly, from 4.1 to 4.2 V/nm.

Motion within the well is fast compared with escape, so the ion loses memory of its starting point and the escape probability per unit time is constant. The probability \(S\) that the ion has not escaped obeys \(dS/dt=-k_{\rm esc}S\), hence

\[
S(t)=e^{-k_{\rm esc}t}.
\]

Let \(k_r\) and \(k_s\) be the escape rates at rest and under drive. Setting the mean times to \(t_r\) and \(t_s\), or requiring equal values of \(S\) at these two times, gives \(k_rt_r=k_st_s\). If the prefactors are \(\nu_r\) and \(\nu_s\), this reads

\[
\nu_rt_r\,e^{-U_r/kT}=\nu_st_s\,e^{-U_s/kT},
\]

and taking logarithms gives

\[
U_r-U_s=kT\left[\ln\frac{t_r}{t_s}+\ln\frac{\nu_r}{\nu_s}\right].
\]

For \(\nu_r=\nu_s\) the opening result follows. A drive that reduces the attempt frequency tenfold requires \(2.3\,kT\) more lowering; one that raises it tenfold requires \(2.3\,kT\) less.

## Lowering the barrier with a field

Let an ion of charge \(ze\) hop a distance \(a\) between neighbouring wells, and let \(E\) be the local field acting on it. With \(\theta=2\pi x/a\), a simple periodic barrier in a field is

\[
V=-\frac{U_r}{2}\left(\cos\theta+f\theta\right).
\]

The force from the second term is \((U_r/2)f\,(2\pi/a)=\pi U_rf/a\). Equating it to \(zeE\) fixes the tilt,

\[
f=\frac{zeEa}{\pi U_r}.
\]

The stationary points satisfy \(V'=(U_r/2)(\sin\theta-f)=0\). For \(0\le f<1\) the minimum is at \(\theta_0=\arcsin f\) and the next top at \(\pi-\theta_0\). Their energy difference is

\[
U(f)=\frac{U_r}{2}\left[2\cos\theta_0-f(\pi-2\theta_0)\right].
\]

Since \(\cos\theta_0=\sqrt{1-f^2}\) and \(\pi/2-\theta_0=\arccos f\),

\[
U(f)=U_r\left[\sqrt{1-f^2}-f\arccos f\right].
\]

For small \(f\), \(\arccos f\approx\pi/2-f\), and

\[
U_r-U(f)\approx U_r\left(\frac{\pi f}{2}-\frac{f^2}{2}\right).
\]

The first term equals \(zeEa/2\): the barrier top lies half a hop from the minimum, and the field does that much work on the way. The second term shows that the lowering falls behind this linear law. The reason is that the minimum and the top move towards each other, so the field acts over a shorter distance.

The curvature is \(V''=(U_r/2)\cos\theta\), which is \(\pm(U_r/2)\sqrt{1-f^2}\) at the two points. With fixed mobility the attempt frequency becomes \(\nu\sqrt{1-f^2}\). The field therefore violates the assumption of equal attempt frequency, and the prefactor formula gives

\[
U_r-U_s=kT\left[\ln\frac{t_r}{t_s}-\frac12\ln(1-f^2)\right].
\]

Take \(z=2\) and \(a=0.3\) nm as round model parameters. The linear law requires

\[
E=\frac{2\times0.982\ \mathrm{eV}}{2e\times0.3\ \mathrm{nm}}=3.3\ \mathrm{V/nm}.
\]

Evaluating the double integral numerically and adjusting \(f\) until the two mean times have the required ratio gives \(f=0.618\), or

\[
E=\frac{\pi\times0.618\times1.280\ \mathrm{eV}}{2e\times0.3\ \mathrm{nm}}
=4.1\ \mathrm{V/nm}.
\]

The barrier has then fallen by \(38.25\,kT\). The formula gives \(37.99+0.24=38.23\,kT\), where 0.24 is the prefactor term. The remaining difference of \(0.02\,kT\) is within the size allowed by the neglected terms, since \(kT/U_s\) is about 0.09. The changing attempt frequency hardly affects the energy estimate, whereas the curvature of \(U(f)\) raises the field by about a quarter over the linear value. These numbers count escape to one side only, as imposed by the reflecting wall. If the ion at rest can leave the periodic well to either side and both count as loss, the rest rate doubles while the driven rate does not, and the lowering rises by \(kT\ln 2=0.69\,kT\) to about \(39\,kT\).

This field corresponds to \(4.1\times0.3\approx1.2\) V across a single hop. Were it uniform over a gap ten hops long, the gap would need about 12 V. With these parameters, a drive of a volt or so cannot switch the cell in 10 ns by single-hop field lowering alone, unless the local field is much larger than the average field in such a gap. As an average field, 4.1 V/nm would also exceed the breakdown field of typical oxides, which is of order 1 V/nm or less. Breakdown fields are average fields, however, and the local field in a polarizable oxide can be much larger. The Lorentz estimate for a cubic site, a factor \((\kappa+2)/3\) for relative permittivity \(\kappa\), gives about 2 for \(\kappa=4\) and 9 for \(\kappa=25\); the latter would reduce the average field to about 0.5 V/nm. The model contains no such enhancement, so it does not decide whether the required local field can be reached in a given oxide.

## Letting the filament heat up

Current through a narrow filament can heat it. Let switching occur at \(T_s=\tau T\), with retention still at \(T\) and \(\nu\) unchanged. Then \(U_r=kT\ln(\nu t_r)\) and \(U_s=\tau kT\ln(\nu t_s)\), so that

\[
U_r-U_s=kT\left[\ln\frac{t_r}{t_s}-(\tau-1)\ln(\nu t_s)\right].
\]

The attempt frequency no longer cancels. For \(T=300\) K and \(T_s=600\) K the requirement drops to

\[
37.99-11.51=26.48
\]

in units of \(kT\) at 300 K. If a field supplies this lowering, its effect on the prefactor adds \(-(\tau/2)\ln(1-f^2)=0.17\), for a total of 26.65. The double integral gives 26.69, at a field of 2.6 V/nm. For this value of \(\nu\), heating to 600 K thus reduces the necessary field by more than a third, although without local-field enhancement it remains above the breakdown field of typical oxides. With a smaller \(\nu\) heating helps less, because the term \((\tau-1)\ln(\nu t_s)\) shrinks.

Heating can also supply the whole increase in escape rate. Setting \(U_s=U_r\) gives

\[
T_s=T\,\frac{\ln(\nu t_r)}{\ln(\nu t_s)}
=300\ \mathrm{K}\times\frac{49.50}{11.51}\approx1290\ \mathrm{K}.
\]

In this limit the barrier does not decrease at all. Heating alone does not choose a direction, however: in a symmetric periodic well without the reflecting wall, the ion leaves equally often to either side, so directed switching still needs some bias. The 38 \(kT\) requirement is therefore an isothermal statement. The high-temperature figure assumes that the barrier, the mobility and the structure survive such heating unchanged, and that the filament reaches this temperature well within 10 ns.

The formula also covers the opposite case. If retention is specified at 85 °C and switching must work at that same temperature, the lowering is still \(38\,kT\), now 1.17 eV. If the cell must instead switch while colder than its retention temperature, \(\tau<1\) and more than \(38\,kT\) is needed.

## Rare failures

A mean retention time of ten years is a weak promise: after ten years a fraction \(e^{-1}\) of the cells survives. Suppose instead that at most a fraction \(p_f\) may be lost by \(t_r\), and at most \(p_s\) may remain unswitched after \(t_s\). At the limits,

\[
1-e^{-k_rt_r}=p_f,\qquad e^{-k_st_s}=p_s ,
\]

so \(k_rt_r=-\ln(1-p_f)\) and \(k_st_s=\ln(1/p_s)\). Dividing the second by the first and taking the logarithm of \(k_s/k_r\) gives, at equal \(T\) and \(\nu\),

\[
U_r-U_s=kT\left[\ln\frac{t_r}{t_s}
+\ln\frac{\ln(1/p_s)}{-\ln(1-p_f)}\right].
\]

For \(p_f=p_s=10^{-6}\), the numerator is 13.8 and the denominator is very nearly \(10^{-6}\). The extra term is \(\ln(13.8\times10^6)=16.4\), and the total rises to \(54.4\,kT\). Most of the increase comes from retention, because a small loss probability requires a mean lifetime about a million times longer than ten years. Demanding reliable switching costs only the logarithm of 13.8.

This result assumes identical cells. If barriers vary from cell to cell, the survival probability must be averaged over their distribution, and cells with low barriers are lost first.

## Several hops

Switching may require \(N\) successive hops. Consider sites \(0,1,\ldots,N\), with a reflecting end at 0 and completion at \(N\). At rest, let each allowed hop have rate \(k_r\), and let \(M_i\) be the mean time to completion from site \(i\). From an interior site the mean waiting time is \(1/(2k_r)\), after which either neighbour is equally likely:

\[
M_i=\frac{1}{2k_r}+\frac{M_{i-1}+M_{i+1}}{2}.
\]

With \(D_i=M_i-M_{i+1}\), this becomes \(D_i=D_{i-1}+1/k_r\). The reflecting end gives \(D_0=1/k_r\), so \(D_i=(i+1)/k_r\). Summing from \(i=0\) to \(N-1\),

\[
M_0=\frac{N(N+1)}{2k_r}.
\]

Under strong forward bias backward hops are negligible and the time is \(N/k_s\). Setting these times to \(t_r\) and \(t_s\) gives \(k_s/k_r=2t_r/[(N+1)t_s]\), and hence

\[
U_r-U_s=kT\left[\ln\frac{t_r}{t_s}-\ln\frac{N+1}{2}\right].
\]

For five hops the requirement is \(36.9\,kT\), a saving of \(1.1\,kT\). The saving arises because the unbiased ion wanders back and forth, while the driven ion does not. It depends on what counts as loss. If the very first hop already destroys the state, then \(t_r=1/k_r\) while \(t_s=N/k_s\), and the requirement instead rises by \(kT\ln N\).

## What the comparison establishes

The numerical output at the end lists the main computed values. The tests compare the rate law, the field correction and the heating formula with the double integral, and the hopping result with a direct solution of the hopping equations. The reliability term was tested on the diffusion equation for a \(12\,kT\) barrier with failure fractions of \(10^{-3}\). These tests support the formulas within the stated models; they do not show that a given device has a single controlling barrier.

Within these models, the field's effect on the attempt frequency moves the estimate by about \(0.2\,kT\), and loss to both sides at rest raises it by \(0.7\,kT\). Five hops lower it by \(1.1\,kT\), or raise it by \(1.6\,kT\) if the first hop already destroys the state. A failure limit of \(10^{-6}\) raises it by \(16.4\,kT\). Heating to 600 K lowers it by \(kT\ln(\nu t_s)\), with \(T=300\) K: this is \(11.5\,kT\) for \(\nu=10^{13}\ \mathrm{s^{-1}}\), but only \(9.2\,kT\) for \(\nu=10^{12}\ \mathrm{s^{-1}}\).

The estimate also constrains what happens at partial drive. Suppose the lowering is proportional to voltage and a cell is held at half the switching voltage, at the same \(T\) and \(\nu\). Its barrier falls by half of \(kT\ln(t_r/t_s)\), so its mean lifetime is

\[
t_{1/2}=t_r\,e^{-\frac12\ln(t_r/t_s)}=\sqrt{t_rt_s}\approx1.8\ \mathrm{s}.
\]

A cell that keeps its state for ten years at rest would lose it in about two seconds of continuous half-voltage stress. This mean lifetime equals more than \(10^8\) switching pulses of 10 ns, but losses begin much earlier: by the exponential survival law, one cell in a hundred is lost after about \(1.8\times10^6\) such pulses. For the periodic barrier the lifetime is shorter still, because the first half of the field produces more than half of the lowering. These figures are isothermal. In a cell whose switching relies on Joule heating, the half-voltage lifetime also depends on how hot the filament is at half voltage, and the square-root rule does not apply.

## Computed values

```
retention time: 3.1558e+08 s
switching time: 1.0e-08 s
time ratio: 3.1558e+16
required lowering, equal T and nu: 37.99 kT
temperature: 300 K
kT: 0.02585 eV
required lowering at 300 K: 0.982 eV
85 C as absolute temperature: 358.15 K
required lowering at 85 C: 1.173 eV
attempt frequency: 1.0e+13 1/s
retention barrier: 49.50 kT
retention barrier: 1.280 eV
switching barrier: 11.51 kT
switching barrier: 0.298 eV
cost of tenfold prefactor change: 2.30 kT
allowed failure fraction, both operations: 1e-06
extra lowering for this reliability: 16.44 kT
total lowering for this reliability: 54.43 kT
lowering from master equation, 1 hop: 37.99 kT
lowering from master equation, 5 hops: 36.89 kT
ionic charge number: 2
hop length: 0.3 nm
field at 300 K, linear lowering: 3.27 V/nm
tilt f at 300 K, from passage times: 0.618
field at 300 K, periodic barrier: 4.14 V/nm
barrier lowering at that field: 38.25 kT
part due to smaller prefactor (formula): 0.24 kT
heated switching temperature: 600 K
lowering when heated, equal nu: 26.48 kT(300 K)
tilt f when heated, from passage times: 0.393
field when heated, periodic barrier: 2.63 V/nm
barrier lowering at that field: 26.69 kT(300 K)
part due to smaller prefactor (formula): 0.17 kT(300 K)
temperature for heating alone: 1290 K
log time ratio by quadrature, heating alone: 37.95
```
